\section*{At What Temperature Does a Trap Emit 402 Times per Second?}

\section{The problem}

A Schottky diode on an n-type semiconductor contains an electron trap. A voltage pulse fills the trap. When reverse bias returns, the trap lies in the depletion layer, where there are hardly any free electrons, and it empties by thermal emission into the conduction band. The emission rate per filled trap is
\begin{equation}
r(T)=A\,T^{2}\exp\!\left(-\frac{E}{kT}\right),
\label{eq:law}
\end{equation}
with $A=1.0\times10^{7}\ \mathrm{s^{-1}K^{-2}}$ and $E=0.40$ eV. Here $T$ is the absolute temperature and $k=8.617333\times10^{-5}$ eV/K. At what temperature is the rate $r_0=402\ \mathrm{s^{-1}}$?

Both $A$ and $E$ are taken as constants, independent of temperature and electric field. It is convenient to write
\begin{equation}
\theta=\frac{E}{k}=4641.81\ \mathrm{K},\qquad x=\frac{E}{kT}=\frac{\theta}{T}.
\end{equation}

\section{A tempting solution}

The unknown appears twice in Eq.~\eqref{eq:law}, in the square and in the exponential. The exponential varies much faster, so one may be tempted to treat the factor $T^2$ as a constant and to evaluate it at room temperature, 300 K:
\begin{equation}
A\,(300\ \mathrm{K})^2=9.0\times10^{11}\ \mathrm{s^{-1}} .
\end{equation}
What remains is a pure exponential, which a logarithm inverts:
\begin{equation}
T=\frac{\theta}{\ln\!\left(9.0\times10^{11}/402\right)}
=\frac{4641.81\ \mathrm{K}}{21.529}=215.6\ \mathrm{K}.
\label{eq:wrong}
\end{equation}

\section{Where it goes wrong}

Put the answer back into the full law. The exponential at 215.6 K was chosen to give 402 s$^{-1}$ with the prefactor of 300 K. The prefactor that belongs to 215.6 K is smaller, so the actual rate is
\begin{equation}
r(215.6\ \mathrm{K})=402\ \mathrm{s^{-1}}\times\left(\frac{215.6}{300}\right)^{2}
\approx 208\ \mathrm{s^{-1}} ,
\end{equation}
about half of what was asked. The logarithm was taken correctly. The fault is that two different temperatures were used in one equation: 300 K in the square and 215.6 K in the exponential. The statement that the exponential varies faster is true, but it says only that the error in $T$ will be modest, not that it will vanish.

The error can be traced exactly. Let $T_*$ be a true solution and $x_*=\theta/T_*$. Taking the logarithm of $r(T_*)=r_0$ gives $x_*=\ln(AT_*^2/r_0)$. The frozen calculation with reference temperature $T_{\rm ref}$ gives instead $x_{\rm fr}=\ln(AT_{\rm ref}^2/r_0)$. Subtracting,
\begin{equation}
x_{\rm fr}-x_*=2\ln\frac{T_{\rm ref}}{T_*}.
\label{eq:frozen}
\end{equation}
A reference that is too hot makes $x$ too large and therefore $T=\theta/x$ too small. The result is right if the reference temperature happens to be the solution itself, which suggests the cure: use the answer as the next reference temperature.

\section{The right solution}

\subsection{There is one solution}

Before computing a root one should know how many there are. From Eq.~\eqref{eq:law},
\begin{equation}
\ln r=\ln A+2\ln T-\frac{\theta}{T},
\qquad
\frac{d\ln r}{dT}=\frac{2}{T}+\frac{\theta}{T^2}=\frac{2+x}{T}>0 .
\label{eq:slope}
\end{equation}
The rate rises steadily with temperature. It tends to zero as $T\to0$, because both factors do, and it grows without limit as $T\to\infty$, because the exponential tends to one while $T^2$ grows. Being continuous, it takes the value 402 s$^{-1}$ once and no more.

\subsection{Iteration}

Setting $r(T)=r_0$ and solving for the temperature in the exponential gives
\begin{equation}
T=\frac{\theta}{\ln(AT^2/r_0)} .
\label{eq:iter}
\end{equation}
This is still an equation for $T$, not yet a solution. Insert a trial temperature on the right, read a new one on the left, and repeat. Starting from 300 K, the successive values are
\begin{equation}
300.0,\quad 215.61,\quad 222.43,\quad 221.77,\quad 221.83,\quad 221.83\ \mathrm{K}.
\end{equation}
The tempting solution is the first step of this scheme, stopped too early. The solution is
\begin{equation}
\boxed{T_*=221.8\ \mathrm{K}\approx222\ \mathrm{K}},
\end{equation}
or about $-51\,^\circ$C.

Why does the scheme settle down? Replace $T$ by $\theta/x$ in Eq.~\eqref{eq:iter}. Then
\begin{equation}
x_{n+1}=\ln\frac{A\theta^2}{r_0x_n^2}=\ln M-2\ln x_n,
\qquad M=\frac{A\theta^2}{r_0}=5.35979\times10^{11}.
\label{eq:xmap}
\end{equation}
The right-hand side decreases with $x_n$, so it sends the interval from 15 to 25 onto the interval from 20.570 to 21.591, which lies inside the first. A continuous map of an interval into itself has a fixed point there, and by the preceding subsection it is the one root $x_*$. The slope of the map is $-2/x$, whose size on this interval is at most $2/15$. By the mean value theorem,
\begin{equation}
|x_{n+1}-x_*|\le\frac{2}{15}\,|x_n-x_*| .
\end{equation}
The starting value $\theta/(300\ \mathrm{K})=15.47$ lies in the interval, so convergence is assured.

Close to the root, each error is multiplied by the slope itself,
\begin{equation}
-\frac{2}{x_*}=-0.0956 .
\end{equation}
The same factor applies to errors in $T$, since small errors in $T$ and $x$ are proportional. The negative sign explains why the iterates fall alternately below and above the solution, and the size explains why each step gains about one decimal digit. Before rounding, the errors of the last two iterates have the ratio $-0.0956$, as predicted.

The choice of which $T$ to solve for matters. Solving for the one in the square gives $T=\sqrt{r_0/A}\,\exp(\theta/2T)$. The derivative of this right-hand side at the root is
\begin{equation}
-\frac{\theta}{2T_*^2}\,T_*=-\frac{x_*}{2}\approx-10.5 ,
\end{equation}
so a small error grows tenfold at each step. Both rearrangements are correct algebra, but only the first is a usable iteration here. It converges locally when $x_*>2$, that is, when the trap is deeper than $2kT$.

\subsection{Closed form}

The root can also be written with the Lambert function $W$, defined for positive $y$ as the positive solution of $We^{W}=y$. At the fixed point Eq.~\eqref{eq:xmap} reads $x+2\ln x=\ln M$. Exponentiate, take the positive square root (both $x$ and $M$ are positive), and divide by two:
\begin{equation}
x^2e^{x}=M
\;\Rightarrow\;
x\,e^{x/2}=\sqrt M
\;\Rightarrow\;
\frac{x}{2}\,e^{x/2}=\frac{\sqrt M}{2}.
\end{equation}
The last form is the definition of $W$ with $W=x/2$. Hence
\begin{equation}
x_*=2W\!\left(\frac{\sqrt M}{2}\right),\qquad
T_*=\frac{\theta}{2W(\sqrt M/2)} .
\label{eq:lambert}
\end{equation}
With $\sqrt M/2=3.66053\times10^5$ this gives $x_*=20.9254$ and
\begin{equation}
T_*=\frac{4641.81\ \mathrm{K}}{20.9254}=221.826\ \mathrm{K}.
\end{equation}
Direct bracketing of the root of Eq.~\eqref{eq:law} gives the same value.

Two limits show the roles of the two factors. If $M$ is very large, $x$ is large and varies slowly with $M$. One step of Eq.~\eqref{eq:xmap} from $x=\ln M$ gives $T\approx\theta/(\ln M-2\ln\ln M)$, in which the exponential is in charge and the square enters as a correction. Here it yields 227 K, some 2.5\% above the root. If instead $M\ll1$, then $W(y)\approx y$, so $x\approx\sqrt M$ and $T\approx\sqrt{r_0/A}$: the exponential is nearly one and the square alone fixes the temperature. That limit needs $r_0\gg A\theta^2\approx2\times10^{14}\ \mathrm{s^{-1}}$, far from the present problem.

\section{Why 402 per second?}

In deep-level transient spectroscopy one records the diode capacitance after the filling pulse. If the traps are few compared with the dopants, the capacitance change follows the trapped charge and decays as $\exp(-rt)$. The signal is the difference of two samples, divided here by the initial transient:
\begin{equation}
S=e^{-rt_1}-e^{-rt_2},\qquad t_1=1\ \mathrm{ms},\quad t_2=5\ \mathrm{ms}.
\end{equation}
A cold trap barely emits between the samples, and a hot one is empty before the first. The signal therefore peaks in between. Setting the derivative to zero,
\begin{equation}
\frac{dS}{dr}=-t_1e^{-rt_1}+t_2e^{-rt_2}=0
\;\Rightarrow\;
e^{r(t_2-t_1)}=\frac{t_2}{t_1},
\end{equation}
and hence
\begin{equation}
r=\frac{\ln(t_2/t_1)}{t_2-t_1}=\frac{\ln5}{4\ \mathrm{ms}}=402.36\ \mathrm{s^{-1}} .
\end{equation}
There is one stationary point. Since $S$ is positive between its zeros at $r=0$ and $r\to\infty$, it is the maximum. At the peak $e^{-rt_1}=5^{-1/4}$, and the second sample is one fifth of the first, so $S=\tfrac45\,5^{-1/4}=0.535$.

As $r$ rises steadily with $T$, a temperature scan peaks where $r(T)$ equals this rate, provided that the initial transient does not change with temperature. Maximising $S$ over temperature gives 221.835 K. The problem thus asks for the peak position of this trap, with the selected rate rounded to 402 s$^{-1}$.

\section{Where the square comes from}

The factor that the tempting solution froze has a physical origin. In equilibrium each trap captures as many electrons as it emits. Let $f$ be the probability that it is filled, $n$ the free-electron density, $v$ the thermal speed and $\sigma$ the capture cross section. Balance requires
\begin{equation}
\sigma v n(1-f)=rf .
\end{equation}
Let $E_t$, $E_F$ and $E_c$ be the trap level, the Fermi level and the band edge. With equal degeneracy of the filled and empty states, $(1-f)/f=\exp[(E_t-E_F)/kT]$. For a dilute electron gas, $n=N_c\exp[-(E_c-E_F)/kT]$. The Fermi level cancels in the product:
\begin{equation}
r=\sigma vN_c\exp\!\left(-\frac{E_c-E_t}{kT}\right).
\end{equation}
For electrons of mass $m$, with $kT$ now in joules,
\begin{equation}
v=\sqrt{\frac{3kT}{m}},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\end{equation}
The powers of temperature add up to $\tfrac12+\tfrac32=2$. Comparison with Eq.~\eqref{eq:law} gives $E=E_c-E_t$ and
\begin{equation}
A=2\sqrt3\,(2\pi)^{3/2}\,\frac{mk^2}{h^3}\,\sigma ,
\end{equation}
if $\sigma$ does not depend on temperature. With the rough silicon density-of-states mass $m=1.08\,m_0$, where $m_0$ is the free-electron mass, the given $A$ corresponds to $\sigma=2.8\times10^{-15}\ \mathrm{cm^2}$. This is the area of a square with sides of about half a nanometre, a reasonable size for a defect of atomic dimensions. It is only a rough value: the thermal speed in silicon is governed by a lighter mass, and using about $0.26\,m_0$ there would halve $\sigma$.

The same square matters when the problem is run backwards, from measured rates to a trap energy. The slope of $\ln r$ against $-1/kT$ is not $E$. Since $d(-1/kT)=dT/(kT^2)$, Eq.~\eqref{eq:slope} gives
\begin{equation}
\frac{d\ln r}{d(-1/kT)}=kT^2\,\frac{2+x}{T}=E+2kT .
\end{equation}
At 221.8 K, $kT=0.0191$ eV, so the slope would be 0.438 eV. Plotting $\ln(r/T^2)$ instead removes the extra term and returns 0.40 eV.

\section{How many digits mean something?}

Vary all the quantities in $\ln r=\ln A+2\ln T-E/kT$:
\begin{equation}
\frac{dr}{r}=\frac{dA}{A}+(2+x)\frac{dT}{T}-\frac{dE}{kT}.
\end{equation}
Solving for the temperature change,
\begin{equation}
dT=\frac{T}{2+x}\left(\frac{dr}{r}-\frac{dA}{A}+\frac{dE}{kT}\right),
\qquad \frac{T_*}{2+x_*}=9.68\ \mathrm{K}.
\label{eq:sens}
\end{equation}
A rate 1\% higher, at fixed $A$ and $E$, raises the answer by 0.097 K. A trap deeper by 0.01 eV, at fixed rate and prefactor, raises it by 5.1 K. If 0.40 eV is known only to its last printed digit, an uncertainty of 0.005 eV already means 2.5 K. The decimals of 221.826 K check the algebra; they do not describe a trap.

Doubling $A$ is not a small change. The linear formula with $\ln2$ in place of $dA/A$ predicts $-6.7$ K, while solving again gives $-6.5$ K. The difference arises because $T/(2+x)=T^2/(2T+\theta)$ shrinks as the temperature falls.

Rounding the answer to 222 K gives a rate of 409 s$^{-1}$, which is 1.8\% above the target. That is harmless for locating a peak, but it should not be mistaken for a failed solution.

\section{The same trap in a real contact}

Consider a nickel silicide contact on n-type silicon, with rough typical values: doping $N=10^{15}\ \mathrm{cm^{-3}}$, total band bending $V=5.5$ V, contact barrier 0.65 eV and relative permittivity 11.7. The trap remains a model trap, not an identified defect. The assumption most at risk is that $E$ and $A$ do not depend on the field.

In a uniformly doped depletion layer of width $w$, the field falls linearly from $F=qNw/\varepsilon$ at the metal to zero, where $q$ is the elementary charge and $\varepsilon$ the permittivity. The voltage is the area of this triangle, $V=Fw/2$. Eliminating $w$,
\begin{equation}
F=\sqrt{\frac{2qNV}{\varepsilon}}=0.041\ \mathrm{MV/cm},\qquad w=2667\ \mathrm{nm}.
\end{equation}
This is about 0.14 of a rough breakdown field of 0.3 MV/cm, so the flat part of the contact is far from breakdown. Field crowding at the contact edge is not included. The trap still feels the field, in a way that depends on its charge.

\textbf{Trap positive when empty.} The leaving electron is attracted by the trap. Along the easiest direction its potential energy is $-q^2/(4\pi\varepsilon s)-qFs$ at distance $s$. The maximum lies where $q^2/(4\pi\varepsilon s^2)=qF$. There the two terms are equal, and the barrier is lowered by
\begin{equation}
\Delta E=2qFs=q\sqrt{\frac{qF}{\pi\varepsilon}}=0.045\ \mathrm{eV}.
\end{equation}
This is the Poole--Frenkel effect. Solving again with $E-\Delta E$ gives 198.9 K, a shift of $-23$ K. This is an upper estimate within the barrier-lowering picture, because it applies the strongest lowering to all directions. If the lowering follows the field component along each forward direction, and emission against the field gains nothing, the rate is multiplied by $\tfrac12+[1+(\gamma-1)e^{\gamma}]/\gamma^2$ with $\gamma=\Delta E/kT$. Solving again with this factor and the original $E$ gives 210.2 K, a shift of only $-12$ K. Both values use the field at the metal; traps deeper in the layer feel less. A pulse to zero bias fills only traps more than about 250 nm from the metal, where the field is at least 9\% lower. Both values also leave out tunnelling through the remaining barrier, which lowers the temperature a little further. Let $G$ be the semiclassical exponent. With transmission $e^{-G}$ below the barrier top and one above it, the extra shift spans 0.6 to 2.2 K over the two pictures and over tunnelling masses from $0.92\,m_0$ to $0.19\,m_0$. That rule overstates the gain near a smooth top, where the transmission is about one half. The form $1/(1+e^{G})$, which also counts reflection above the top, gives only about 0.1 to 0.7 K.

\textbf{Trap neutral when empty.} There is no attraction to lower the barrier, but the field tilts the band edge, and an electron can tunnel out below it. At an energy $zkT$ below the edge, the barrier is a triangle of length $\ell=zkT/(qF)$. For tunnelling mass $m_t$, the semiclassical exponent is
\begin{equation}
\frac{2}{\hbar}\int_0^{\ell}\!\sqrt{2m_t(zkT-qFs)}\,ds=Kz^{3/2},
\quad
K=\frac{4\sqrt{2m_t}\,(kT)^{3/2}}{3\hbar qF}.
\end{equation}
Lower energies are more populated by the factor $e^{z}$. Emission over the edge contributes one to the relative rate, so in this one-direction picture the total is multiplied by
\begin{equation}
1+\int_0^{x}\exp\!\left(z-Kz^{3/2}\right)dz .
\end{equation}
With a rough $m_t=0.26\,m_0$ and the field at the metal, $K=2.23$ and the factor is 1.83 at 221.8 K. Solving again with this factor gives 216.0 K, a shift of $-5.9$ K. That this lies near the tempting 215.6 K is a coincidence: one number depends on the field, the other on an arbitrary reference temperature. The tunnelling mass in silicon depends on direction: in the same picture, values from $0.19\,m_0$ to $0.92\,m_0$ give shifts from $-6.6$ to $-3.7$ K.

These shifts apply the strongest tunnelling to all directions. Using the field component along each forward direction, with no gain against the field, reduces the shift for $0.26\,m_0$ to $-1.9$ K. If instead the emission rate follows the thermally weighted density of electron states at the trap, the exact waves in a uniform field give the factor $\exp[(\hbar qF)^2/(24m_t(kT)^3)]=1.03$ and a shift of only $-0.3$ K. The size of the shift thus depends on how the emission is modelled.

Three other neglected effects, namely refilling by leakage, hole emission and incomplete ionisation of the dopants, are small for these values. Thermionic leakage over the contact barrier, lowered by the image force, is about $3\times10^{-8}\ \mathrm{A/cm^2}$. It refills the trap at a rate of order $\sigma J/q\approx6\times10^{-4}\ \mathrm{s^{-1}}$, where $J$ is the leakage current density. Through most of the layer, a leakier diode would need thousands of times this current before refilling reached 1\% of the emission rate. Hole emission, with the same prefactor and a rough gap of 1.12 eV, is slower than electron emission by a factor of $5\times10^{-8}$; the gap at 222 K is nearer 1.14 eV, which makes the factor about $2\times10^{-8}$. In the neutral silicon 99.9\% of the dopants are ionised for a rough donor depth of 0.045 eV, and the electron gas is dilute.

The answer to the stated problem is therefore 222 K, while a diode with this zero-field trap could show its peak at a lower temperature. For traps in the high-field part of the layer, the estimates range from a fraction of a kelvin to about six kelvin if the emptied trap is neutral, depending on the tunnelling model, and are some ten kelvin or more if it is positive and the field is near its largest value. With the direction-averaged lowering the shift is $-11$ K at 90\% of the largest field and $-7$ K at half of it. The measured peak moves less than these high-field values, because the capacitance weights each trap by its distance from the metal, where the field is weaker. For uniformly spread traps filled by a pulse to zero bias, the peak of the whole layer shifts by about $-7$ K (direction-averaged) to $-15$ K (one direction) if the emptied trap is positive. It shifts by about $-1$ to $-3$ K in the corresponding tunnelling pictures with $0.26\,m_0$ if the emptied trap is neutral. Lower doping or a smaller reverse bias reduces the field and brings the peak closer to the zero-field value.

\section*{Calculated quantities}
\begin{verbatim}
Prefactor A: 1.0e+07 s^-1 K^-2
Trap energy E: 0.40 eV
Target rate: 402 s^-1
Boltzmann constant: 8.617333e-05 eV/K
E/k: 4641.81 K
Iterate 0: 300.0000 K
Iterate 1: 215.6051 K
Iterate 2: 222.4309 K
Iterate 3: 221.7684 K
Iterate 4: 221.8316 K
Iterate 5: 221.8256 K
Error factor, last step: -0.0956
Predicted error factor -2/x: -0.0956
M: 5.35979e+11; ln M: 27.0074 (no unit)
Image of x interval [15,25]: 20.570 to 21.591
Lambert argument sqrt(M)/2: 3.66053e+05
x = E/kT: 20.9254
Temperature, closed form: 221.8261 K
Temperature, bracketing: 221.8261 K
kT at solution: 0.019115 eV
Rate at solution: 402.0000 s^-1
Rate at 222 K: 409.28 s^-1
Sampling times: 1 and 5 ms
Rate selected by sampling: 402.359 s^-1
Signal peak temperature: 221.835 K
Signal peak height / initial transient: 0.5350
Shift for 1 % higher rate: 0.0968 K
Shift for 0.01 eV higher E: 5.062 K
Shift for doubled A: -6.518 K
Capture cross section: 2.843e-15 cm2
Doping: 1.0e+15 cm^-3; band bending: 5.5 V
Depletion width: 2667 nm
Largest field: 0.0412 MV/cm
Field / rough breakdown field 0.3 MV/cm: 0.137
Poole-Frenkel lowering: 0.0451 eV
Temperature with Poole-Frenkel: 198.91 K
Shift from Poole-Frenkel: -22.92 K
Tunnelling K at solution: 2.232
Tunnelling rate factor at solution: 1.826
Temperature with tunnelling: 215.97 K
Shift from tunnelling: -5.86 K
Lowered contact barrier: 0.6275 eV
Leakage current density: 3.28e-08 A/cm2
Recapture rate from leakage, order: 5.8e-04 s^-1
Hole / electron emission, equal A: 5.4e-08
Ionised dopant fraction in neutral bulk: 0.99883
Electron density / band density: 5.6e-05
\end{verbatim}
